# The conserved operator behind separation of the two-centre Coulomb problem: a program that tests the result

```python
# Two-centre Coulomb problem, atomic units: charges Z1 at z=-a, Z2 at z=+a, R=2a.
# Result under test: H = p^2/2 - Z1/r1 - Z2/r2 commutes with
#   Lambda = L^2 + a^2 pz^2 + 2 a z (Z1/r1 - Z2/r2),
# whose eigenvalue A is the separation constant in xi=(r1+r2)/R, eta=(r1-r2)/R.
# Omega = Lambda - 2 a^2 H has eigenvalue A + p^2, with p^2 = -2 a^2 E.
# m is the axial quantum number; nxi and neta count nodes in xi and eta.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import (roots_laguerre, eval_laguerre, eval_genlaguerre,
                           lpmv, gammaln)
from scipy.constants import physical_constants
from numpy.polynomial import laguerre, legendre

# ---------- operator identities, in Cartesian coordinates ----------
x, y, z = sp.symbols('x y z', real=True)
ah, q1, q2 = sp.Rational(3, 4), 1, 2
s1 = sp.sqrt(x**2 + y**2 + (z + ah)**2)
s2 = sp.sqrt(x**2 + y**2 + (z - ah)**2)


def rot(f, c):
    """(r - c zhat) x grad acting on f; angular momentum is -i times this."""
    fx, fy, fz = sp.diff(f, x), sp.diff(f, y), sp.diff(f, z)
    return (y*fz - (z - c)*fy, (z - c)*fx - x*fz, x*fy - y*fx)


def ang_dot(f, c, d):
    inner = rot(f, d)
    return -sum(rot(inner[k], c)[k] for k in range(3))


def ham(f):
    lap = sum(sp.diff(f, v, 2) for v in (x, y, z))
    return -lap/2 - (q1/s1 + q2/s2)*f


def lam_free(f):
    return ang_dot(f, 0, 0) - ah**2*sp.diff(f, z, 2)


def lam(f):
    return lam_free(f) + 2*ah*z*(q1/s1 - q2/s2)*f


def runge_z(f):
    """z component of the Runge-Lenz vector about centre 1."""
    lx, ly, _ = rot(f, -ah)
    curl = sp.diff(ly, x) - sp.diff(lx, y)
    back = rot(sp.diff(f, y), -ah)[0] - rot(sp.diff(f, x), -ah)[1]
    return -(curl - back)/2 - q1*(z + ah)/s1*f


mp.mp.dps = 30


def largest(expr):
    fun = sp.lambdify((x, y, z), expr, 'mpmath')
    places = [(mp.mpf('0.7'), mp.mpf('0.4'), mp.mpf('0.3')),
              (mp.mpf('-0.5'), mp.mpf('1.1'), mp.mpf('-1.2'))]
    return float(max(abs(fun(*pt)) for pt in places))


trial = x**2*y*z + x*y**2 + z**3 + x*z + 2*z + y
h_trial, lam_trial = ham(trial), lam(trial)
comm = largest(ham(lam_trial) - lam(h_trial))
comm_free = largest(ham(lam_free(trial)) - lam_free(h_trial))
omega_trial = lam_trial - 2*ah**2*h_trial
l12, l21 = ang_dot(trial, -ah, ah), ang_dot(trial, ah, -ah)
sym_form = (l12 + l21)/2 + 2*ah*(q1*(z + ah)/s1 - q2*(z - ah)/s2)*trial
rl_form = (ang_dot(trial, -ah, -ah) - 2*ah*runge_z(trial)
           - 2*ah*q2*(z - ah)/s2*trial)
err_sym = largest(omega_trial - sym_form)
err_rl = largest(omega_trial - rl_form)
err_order = largest(l12 - l21 - 4*ah*sp.diff(trial, z))
assert comm < 1e-20 and comm_free > 1e-2
assert max(err_sym, err_rl, err_order) < 1e-20

# ---------- separated equations in Laguerre and Legendre bases ----------
NR, NA = 30, 60
xq, wq = roots_laguerre(40)
LAG = np.array([eval_laguerre(k, xq) for k in range(NR)])
DLAG = np.array([np.zeros_like(xq) if k == 0 else
                 -eval_genlaguerre(k - 1, 1, xq) for k in range(NR)])


def radial(decay, R, zsum, m):
    xi = 1 + xq/(2*decay)
    g = xi**2 - 1
    w = wq*g**m
    slope = (m*xi/g - decay)*LAG + 2*decay*DLAG
    K = (slope*w*g) @ slope.T + (LAG*w*(m*m/g - R*zsum*xi)) @ LAG.T
    return K, (LAG*w*xi**2) @ LAG.T, (LAG*w) @ LAG.T


def angular(R, zdiff, m):
    l = np.arange(m, m + NA + 1, dtype=float)
    off = np.sqrt(((l[:-1] + 1)**2 - m*m)/((2*l[:-1] + 1)*(2*l[:-1] + 3)))
    eta = np.diag(off, 1) + np.diag(off, -1)
    K = np.diag(l*(l + 1)) + R*zdiff*eta
    return K[:NA, :NA], (eta @ eta)[:NA, :NA]


def solve(R, Z1, Z2, m, nxi, neta):
    Ka, E2 = angular(R, Z1 - Z2, m)

    def parts(E):
        p = R/2*np.sqrt(-2*E)
        K, X2, S = radial(p, R, Z1 + Z2, m)
        er, vr = eigh(K + p*p*X2, S)
        ea, va = eigh(Ka - p*p*E2)
        return p, -er[nxi], ea[neta], vr[:, nxi], va[:, neta], X2

    def mismatch(E):
        out = parts(E)
        return out[1] - out[2]

    E = brentq(mismatch, -0.505*(Z1 + Z2)**2, -0.03, xtol=1e-14, rtol=1e-14)
    p, _, A, cr, ca, X2 = parts(E)
    return dict(R=R, Z1=Z1, Z2=Z2, m=m, E=E, p=p, A=A, Om=A + p*p, cr=cr,
                ca=ca, mismatch=mismatch, xi2=cr @ X2 @ cr, eta2=ca @ E2 @ ca)


def psi(st, pts):
    a, m, p = st['R']/2, st['m'], st['p']
    X, Y, Z = pts.T
    r1 = np.sqrt(X*X + Y*Y + (Z + a)**2)
    r2 = np.sqrt(X*X + Y*Y + (Z - a)**2)
    xi, eta = (r1 + r2)/(2*a), (r1 - r2)/(2*a)
    rad = ((xi**2 - 1)**(m/2)*np.exp(-p*(xi - 1))
           * laguerre.lagval(2*p*(xi - 1), st['cr']))
    ang = 0
    for k, c in enumerate(st['ca']):
        l = m + k
        norm = np.sqrt((l + 0.5)*np.exp(gammaln(l-m+1) - gammaln(l+m+1)))
        ang = ang + c*norm*lpmv(m, l, eta)
    return rad*ang*np.cos(m*np.arctan2(Y, X))


def local_values(st, pts, h=0.01):
    """Lambda psi/psi and H psi/psi by finite rotations and translations."""
    stencil = zip(range(-2, 3), np.array([-1, 16, -30, 16, -1])/(12*h*h))
    stencil = list(stencil)
    a = st['R']/2
    f0 = psi(st, pts)
    L2, P2 = 0, []
    for k in range(3):
        i, j = (k + 1) % 3, (k + 2) % 3
        shift = np.eye(3)[k]
        P2.append(-sum(w*psi(st, pts + n*h*shift) for n, w in stencil))
        for n, w in stencil:
            turn = np.eye(3)
            turn[i, i] = turn[j, j] = np.cos(n*h)
            turn[i, j], turn[j, i] = -np.sin(n*h), np.sin(n*h)
            L2 = L2 - w*psi(st, pts @ turn.T)
    rho2, Z = pts[:, 0]**2 + pts[:, 1]**2, pts[:, 2]
    v1 = st['Z1']/np.sqrt(rho2 + (Z + a)**2)
    v2 = st['Z2']/np.sqrt(rho2 + (Z - a)**2)
    return ((L2 + a*a*P2[2])/f0 + 2*a*Z*(v1 - v2), sum(P2)/(2*f0) - v1 - v2)


points = np.array([[0.7, 0.4, 0.5], [0.3, -0.8, 1.6], [1.1, 0.6, -0.9]])
ground = solve(2.0, 1, 1, 0, 0, 0)
pi_state = solve(2.0, 1, 2, 1, 0, 0)
lamG, hamG = local_values(ground, points)
lamP, hamP = local_values(pi_state, points)
for st, lv, hv in ((ground, lamG, hamG), (pi_state, lamP, hamP)):
    assert np.max(abs(lv - st['A'])) < 1e-5
    assert np.max(abs(hv - st['E'])) < 1e-5

# Slope of the matching function with respect to p^2
dE = 1e-4
slope_num = ((ground['mismatch'](ground['E'] + dE)
              - ground['mismatch'](ground['E'] - dE))
             / (-ground['R']**2/2*2*dE))
slope_formula = -(ground['xi2'] - ground['eta2'])
assert abs(slope_num - slope_formula) < 1e-5


def contributions(st):
    """Expectation values of the three terms of Lambda, for m=0."""
    a, p = st['R']/2, st['p']
    t, w = np.polynomial.legendre.leggauss(140)
    umax = np.arccosh(1 + 30/p)
    u, wu = umax*(t + 1)/2, w*umax/2
    v, wv = np.pi*(t + 1)/2, w*np.pi/2
    xi, eta = np.cosh(u)[:, None], np.cos(v)[None, :]
    arg = 2*p*(xi - 1)
    F = laguerre.lagval(arg, st['cr'])
    dF = laguerre.lagval(arg, laguerre.lagder(st['cr']))
    fx, dfx = np.exp(-arg/2)*F, np.exp(-arg/2)*(2*p*dF - p*F)
    coef = st['ca']*np.sqrt(np.arange(NA) + 0.5)
    fy = legendre.legval(eta, coef)
    dfy = legendre.legval(eta, legendre.legder(coef))
    rho = a*np.sinh(u)[:, None]*np.sin(v)[None, :]
    zz, r1, r2 = a*xi*eta, a*(xi + eta), a*(xi - eta)
    c1, c2 = (zz + a)/r1, (zz - a)/r2
    f, fxi, feta = fx*fy, dfx*fy, fx*dfy
    fz = (fxi*(c1 + c2) + feta*(c1 - c2))/(2*a)
    frho = rho*(fxi*(1/r1 + 1/r2) + feta*(1/r1 - 1/r2))/(2*a)
    vol = ((wu*np.sinh(u))[:, None]*(wv*np.sin(v))[None, :]
           * (xi**2 - eta**2))
    norm = np.sum(vol*f*f)
    coul = 2*a*zz*(st['Z1']/r1 - st['Z2']/r2)
    return (np.sum(vol*(zz*frho - rho*fz)**2)/norm,
            a*a*np.sum(vol*fz**2)/norm, np.sum(vol*coul*f*f)/norm)


termL, termP, termC = contributions(ground)
assert abs(termL + termP + termC - ground['A']) < 1e-6

# ---------- hydrogen atom: Z2=0, n=2, m=0 ----------
hyd_low, hyd_high = solve(2.0, 1, 0, 0, 1, 0), solve(2.0, 1, 0, 0, 0, 1)
exact_low, exact_high = 1 - np.sqrt(2.0), 1 + np.sqrt(2.0)
for st, ex in ((hyd_low, exact_low), (hyd_high, exact_high)):
    assert abs(st['E'] + 0.125) < 1e-9 and abs(st['Om'] - ex) < 1e-8

# ---------- united-atom and separated-atom limits ----------
united = solve(0.2, 1, 1, 0, 0, 2)
assert abs(united['A'] - 6) < 0.05
far20, far40 = solve(20.0, 1, 1, 0, 0, 0), solve(40.0, 1, 1, 0, 0, 0)
lim20, lim40 = [s['R']*(s['R'] - s['Om']) for s in (far20, far40)]
assert abs(lim40 - 1) < 0.02 and abs(lim40 - 1) < abs(lim20 - 1)/3
far_s, far_d = solve(40.0, 1, 1, 0, 1, 0), solve(40.0, 1, 1, 0, 0, 2)
assert abs(far_s['Om']/40 - 0.5) < 0.05 and abs(far_d['Om']/40 - 1.5) < 0.05
assert far_d['E'] < far_s['E']

# ---------- crossing of 2s sigma_g and 3d sigma_g ----------


def gap(R):
    return solve(R, 1, 1, 0, 1, 0)['E'] - solve(R, 1, 1, 0, 0, 2)['E']


gap2, gap8 = gap(2.0), gap(8.0)
assert gap2 < 0 < gap8
Rc = brentq(gap, 2.0, 8.0, xtol=1e-10)
cs, cd = solve(Rc, 1, 1, 0, 1, 0), solve(Rc, 1, 1, 0, 0, 2)
assert abs(cs['A'] - cd['A']) > 1
# Diagonalization in the product basis, with no separation constant
K, X2, S = radial(cs['p'], Rc, 2, 0)
Ka, E2 = angular(Rc, 0, 0)
na = 14
big_h = np.kron(K, np.eye(na)) + np.kron(S, Ka[:na, :na])
big_w = np.kron(X2, np.eye(na)) - np.kron(S, E2[:na, :na])
levels = eigh(big_h, big_w, eigvals_only=True)/(Rc**2/2)
pair = levels[np.argsort(abs(levels - cs['E']))[:3]]
assert np.max(abs(pair[:2] - cs['E'])) < 1e-7 and abs(pair[2]-cs['E']) > 1e-3

eV = physical_constants['Hartree energy in eV'][0]
total = ground['E'] + 1/ground['R']
print(f"Commutator [H,Lambda] on trial function, max (a.u.): {comm:.1e}")
print(f"Same without Coulomb term of Lambda (a.u.): {comm_free:.4f}")
print(f"Omega, symmetrised L1.L2 form, error (a.u.): {err_sym:.1e}")
print(f"Omega, Runge-Lenz form, error (a.u.): {err_rl:.1e}")
print(f"L1.L2 - L2.L1 = 4ia pz, error (a.u.): {err_order:.1e}")
print("--- Z1=Z2=1, ground state ---")
print(f"R (bohr): {ground['R']:.1f}")
print(f"Electronic energy E (hartree): {ground['E']:.8f}")
print(f"Total energy E+1/R (hartree): {total:.8f}")
print(f"Total energy E+1/R (eV): {total*eV:.5f}")
print(f"p^2 = -2a^2E (dimensionless): {ground['p']**2:.8f}")
print(f"Separation constant A (dimensionless): {ground['A']:.8f}")
print(f"Omega = A+p^2 (dimensionless): {ground['Om']:.8f}")
print(f"<L^2> (dimensionless): {termL:.6f}")
print(f"a^2<pz^2> (dimensionless): {termP:.6f}")
print(f"<2az(Z1/r1-Z2/r2)> (dimensionless): {termC:.6f}")
print(f"Sum of the three terms (dimensionless): {termL+termP+termC:.6f}")
print("Lambda psi/psi at 3 points:", " ".join(f"{v:.6f}" for v in lamG))
print("H psi/psi at 3 points (hartree):", " ".join(f"{v:.6f}" for v in hamG))
print(f"<xi^2>, <eta^2> in 1D measures: {ground['xi2']:.6f} "
      f"{ground['eta2']:.6f}")
print(f"Mismatch slope in p^2, numerical: {slope_num:.6f}")
print(f"Mismatch slope in p^2, formula: {slope_formula:.6f}")
print("--- Z1=1, Z2=2, R=2 bohr, lowest pi state ---")
print(f"E (hartree), A: {pi_state['E']:.6f} {pi_state['A']:.6f}")
print("Lambda psi/psi at 3 points:", " ".join(f"{v:.6f}" for v in lamP))
print("--- hydrogen atom, Z2=0, R=2 bohr, n=2, m=0 ---")
print(f"E of the two states (hartree): {hyd_low['E']:.8f} {hyd_high['E']:.8f}")
print(f"Omega from separated equations: {hyd_low['Om']:.8f} "
      f"{hyd_high['Om']:.8f}")
print(f"Omega from 1 -/+ sqrt(1+a^2): {exact_low:.8f} {exact_high:.8f}")
print("--- limits, Z1=Z2=1 ---")
print(f"3d sigma_g, R=0.2 bohr, A: {united['A']:.6f}")
print(f"Ground state R(R-Omega), R=20 and 40 bohr: {lim20:.6f} {lim40:.6f}")
print(f"Omega/R at 40 bohr, 2s and 3d sigma_g: {far_s['Om']/40:.5f} "
      f"{far_d['Om']/40:.5f}")
print(f"E at 40 bohr, 2s and 3d sigma_g (hartree): {far_s['E']:.7f} "
      f"{far_d['E']:.7f}")
print("--- crossing of 2s sigma_g and 3d sigma_g ---")
print(f"E(2s)-E(3d) at R=2 and 8 bohr (hartree): {gap2:.6f} {gap8:.6f}")
print(f"Crossing distance (bohr): {Rc:.6f}")
print(f"Common electronic energy (hartree): {cs['E']:.8f}")
print(f"A of 2s and 3d sigma_g there: {cs['A']:.6f} {cd['A']:.6f}")
print(f"Unseparated diagonalization, pair (hartree): {pair[0]:.8f} "
      f"{pair[1]:.8f}")
print("finished without a failed check")
```

Running it gives:

```
Commutator [H,Lambda] on trial function, max (a.u.): 3.9e-30
Same without Coulomb term of Lambda (a.u.): 11.2780
Omega, symmetrised L1.L2 form, error (a.u.): 7.9e-31
Omega, Runge-Lenz form, error (a.u.): 1.6e-30
L1.L2 - L2.L1 = 4ia pz, error (a.u.): 2.4e-30
--- Z1=Z2=1, ground state ---
R (bohr): 2.0
Electronic energy E (hartree): -1.10263421
Total energy E+1/R (hartree): -0.60263421
Total energy E+1/R (eV): -16.39851
p^2 = -2a^2E (dimensionless): 2.20526843
Separation constant A (dimensionless): -0.81172958
Omega = A+p^2 (dimensionless): 1.39353884
<L^2> (dimensionless): 0.286956
a^2<pz^2> (dimensionless): 0.280951
<2az(Z1/r1-Z2/r2)> (dimensionless): -1.379637
Sum of the three terms (dimensionless): -0.811730
Lambda psi/psi at 3 points: -0.811730 -0.811730 -0.811730
H psi/psi at 3 points (hartree): -1.102634 -1.102634 -1.102634
<xi^2>, <eta^2> in 1D measures: 2.012642 0.404659
Mismatch slope in p^2, numerical: -1.607983
Mismatch slope in p^2, formula: -1.607983
--- Z1=1, Z2=2, R=2 bohr, lowest pi state ---
E (hartree), A: -0.899647 1.391312
Lambda psi/psi at 3 points: 1.391312 1.391312 1.391312
--- hydrogen atom, Z2=0, R=2 bohr, n=2, m=0 ---
E of the two states (hartree): -0.12500000 -0.12500000
Omega from separated equations: -0.41421356 2.41421356
Omega from 1 -/+ sqrt(1+a^2): -0.41421356 2.41421356
--- limits, Z1=Z2=1 ---
3d sigma_g, R=0.2 bohr, A: 5.997671
Ground state R(R-Omega), R=20 and 40 bohr: 1.000787 1.000093
Omega/R at 40 bohr, 2s and 3d sigma_g: 0.51886 1.51849
E at 40 bohr, 2s and 3d sigma_g (hartree): -0.1482393 -0.1520222
--- crossing of 2s sigma_g and 3d sigma_g ---
E(2s)-E(3d) at R=2 and 8 bohr (hartree): -0.125087 0.076734
Crossing distance (bohr): 4.053516
Common electronic energy (hartree): -0.28712333
A of 2s and 3d sigma_g there: -0.874290 4.826512
Unseparated diagonalization, pair (hartree): -0.28712333 -0.28712333
finished without a failed check
```
